# Slope-dependent surface currents and the stability of a growing flat surface: a numerical check

```python
# Result under test: in a growing crystal with mean slope m, the net number of
# +x hops per deposited atom, j(m) = J/F, measured while the surface is still
# nearly flat, decides long-wave stability: j'(0) > 0 (uphill) makes ripples
# grow at the rate j'(0) q^2 per deposited layer, j'(0) < 0 makes them decay.
# Symbols: F flux (layers/s); D total hop-attempt rate of a free adatom;
# ratio = D/F; descent = s = acceptance of a hop down a step;
# steps = k = height gained across the periodic cell; slope m = k/length.
# An atom is mobile only if all neighbouring columns are lower than its own.
import math
import random
from itertools import count

import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

seeds = count(1001)


def grow(length, width, steps, ratio, descent, layers, skip,
         funnel=False, profile=None):
    """Kinetic Monte Carlo growth; width 1 means a one-dimensional surface.

    Returns the current from net hops, the current from blocked hops
    (both in sites per deposited atom), the final heights, and the number
    of atoms that arrived above each site before any motion.
    """
    rnd = random.Random(next(seeds)).random
    n = length * width
    around = []
    for site in range(n):
        x, y = divmod(site, width)
        links = [(((x + 1) % length) * width + y,
                  steps if x == length - 1 else 0, 1),
                 (((x - 1) % length) * width + y,
                  -steps if x == 0 else 0, -1)]
        if width > 1:
            links += [(x * width + (y + 1) % width, 0, 0),
                      (x * width + (y - 1) % width, 0, 0)]
        around.append(links)
    ways = len(around[0])
    if profile is None:
        profile = [(steps * x) // length for x in range(length)]
    height = [int(profile[site // width]) for site in range(n)]
    arrived = [0] * n
    mobile, where = [], [-1] * n
    for site in range(n):
        if all(height[a] + off < height[site] for a, off, _ in around[site]):
            where[site] = len(mobile)
            mobile.append(site)

    def drop(site):
        slot = where[site]
        last = mobile.pop()
        if last != site:
            mobile[slot] = last
            where[last] = slot
        where[site] = -1

    total, first = round(layers * n), round(skip * n)
    deposited = hops = blocked = slides = 0
    while deposited < total:
        free_atoms = len(mobile)
        pick = rnd() * (n + ratio * free_atoms)
        if pick < n:
            target = int(pick)
            arrived[target] += 1
            deposited += 1
            if deposited == first:
                hops = blocked = slides = 0
            while funnel:
                seen = [height[a] + off for a, off, _ in around[target]]
                lowest = min(seen)
                if lowest >= height[target]:
                    break
                options = [link for link, level in zip(around[target], seen)
                           if level == lowest]
                target, _, move = options[int(rnd() * len(options))]
                slides += move
        else:
            source = mobile[int(rnd() * free_atoms)]
            target, lift, move = around[source][int(rnd() * ways)]
            top = height[source] - 1
            if height[target] + lift < top and rnd() >= descent:
                blocked += move
                continue
            hops += move
            height[source] = top
            for near, off, _ in around[source]:
                if height[near] + off >= top:
                    drop(source)
                    break
        top = height[target] + 1
        height[target] = top
        free = True
        for near, off, _ in around[target]:
            level = height[near] + off
            if level >= top:
                free = False
                if level == top and where[near] >= 0:
                    drop(near)
        if free and where[target] < 0:
            where[target] = len(mobile)
            mobile.append(target)
    counted = total - first
    return ((hops + slides) / counted, (slides - blocked) / counted,
            height, arrived)


def measure(runs, length, width, steps, ratio, descent, layers, skip,
            funnel=False):
    """Uphill current over both tilt signs: hop, blocked, and their average."""
    sample = []
    for run in range(runs):
        sign = 1 if run % 2 == 0 else -1
        hop, barrier = grow(length, width, sign * steps, ratio, descent,
                            layers, skip, funnel)[:2]
        sample.append([sign * hop, sign * barrier, sign * (hop + barrier) / 2])
    sample = np.array(sample)
    return sample.mean(axis=0), sample.std(axis=0, ddof=1) / math.sqrt(runs)


def master_current(length, steps, ratio, descent, span):
    """Stationary current of a small 1D cell from its full rate matrix."""
    def level(state, x):
        return state[x % length] + steps * (x // length)

    start = (0,) * length
    index, queue = {start: 0}, [start]
    rows, cols, rates, drift = [], [], [], []
    for state in queue:
        here = index[state]
        moves, velocity = [], 0.0
        for x in range(length):
            moves.append((None, x, 1.0))
            top = level(state, x)
            if max(level(state, x - 1), level(state, x + 1)) < top:
                for d in (1, -1):
                    same_level = level(state, x + d) == top - 1
                    rate = ratio / 2 * (1.0 if same_level else descent)
                    velocity += d * rate
                    moves.append((x, x + d, rate))
        drift.append(velocity)
        for source, target, rate in moves:
            new = list(state)
            if source is not None:
                new[source] -= 1
            new[target % length] += 1
            new = tuple(v - new[0] for v in new)
            if max(new) - min(new) > span:
                continue
            if new not in index:
                index[new] = len(queue)
                queue.append(new)
            rows += [index[new], here]
            cols += [here, here]
            rates += [rate, -rate]
    size = len(queue)
    matrix = coo_matrix((rates, (rows, cols)), shape=(size, size)).tocsc()
    rest = spsolve(matrix[1:, 1:], -matrix[1:, 0].toarray().ravel())
    weight = np.concatenate([[1.0], rest])
    weight /= weight.sum()
    return float(weight @ np.array(drift)) / length, size


def step_flow(l, s):
    return (l - 1) * (1 - s) / (2 * (1 + s * (l - 1)))


def step_flow_sliding(l, s):
    return ((l - 1) * (l - 2) * (1 - s) / (2 * (1 + s * (l - 1))) - 1) / l


# Small tilted cell: simulation against the complete master equation
exact, states = master_current(4, 1, 50.0, 0.5, 9)
shorter, _ = master_current(4, 1, 50.0, 0.5, 7)
no_barrier, _ = master_current(4, 1, 50.0, 1.0, 7)
assert abs(exact - shorter) < 1e-3      # truncation of the height range
assert abs(no_barrier) < 1e-10         # no barrier, no diffusion current
small, small_err = measure(10, 4, 1, 1, 50.0, 0.5, 1000, 10)
for i in (0, 1):
    assert abs(small[i] - exact) < 5 * small_err[i] + abs(exact - shorter)
print(f"4-site cell, D/F=50, s=0.5: master equation j = {exact:.4f} sites")
print(f"  states {states}, truncation change {abs(exact - shorter):.1e} sites")
print(f"  net-hop counter {small[0]:.4f} +- {small_err[0]:.4f} sites")
print(f"  blocked-hop counter {small[1]:.4f} +- {small_err[1]:.4f} sites")
print(f"  step-flow formula without nucleation {step_flow(4, 0.5):.4f} sites")

# Step-flow limit, without and with sliding of atoms that land at an edge
for sliding, formula in ((False, step_flow), (True, step_flow_sliding)):
    flow, flow_err = measure(10, 6, 1, 1, 1e5, 0.2, 300, 5, sliding)
    value = formula(6, 0.2)
    for i in (0, 1):
        # nucleation at this D/F shifts the current by well under one percent
        assert abs(flow[i] - value) < 5 * flow_err[i] + 0.01
    name = "with sliding" if sliding else "no sliding"
    print(f"Step flow l=6, s=0.2, D/F=1e5, {name}: formula {value:.4f} sites")
    print(f"  net-hop counter {flow[0]:.4f} +- {flow_err[0]:.4f} sites")

# Worked example: rough parameters in the regime of cold Fe(001) homoepitaxy
kelvin_to_ev = constants.k / constants.e
temperature, flux, attempt = 220.0, 0.03, 1e12
e_diff, e_step, spacing = 0.45, 0.05, 0.287
thermal = kelvin_to_ev * temperature
rate_d = attempt * math.exp(-e_diff / thermal)
ratio = rate_d / flux
s_fe = math.exp(-e_step / thermal)
print(f"Example: T = {temperature:.0f} K, F = {flux} layers/s, "
      f"spacing = {spacing} nm")
print(f"  barriers: diffusion {e_diff} eV, extra at step {e_step} eV; "
      f"attempts {attempt:.0e} 1/s")
print(f"  D = {rate_d:.1f} 1/s, D/F = {ratio:.0f}, s = {s_fe:.4f}")

length, width = 40, 16
print(f"  cell {length} x {width} sites, window: first layer")
secant, secant_err = {}, {}
for steps, runs in ((1, 40), (2, 32), (4, 24)):
    j, err = measure(runs, length, width, steps, ratio, s_fe, 1, 0)
    m = steps / length
    secant[steps], secant_err[steps] = j[2] / m, err[2] / m
    print(f"m = {m:.3f} ({runs} runs): hops {j[0]:.3f} +- {err[0]:.3f}, "
          f"blocked {j[1]:.3f} +- {err[1]:.3f} sites")
    print(f"  average j = {j[2]:.3f} +- {err[2]:.3f} sites, "
          f"j/m = {secant[steps]:.2f} +- {secant_err[steps]:.2f} sites^2")
assert abs(secant[1] - secant[2]) < 4 * math.hypot(secant_err[1],
                                                   secant_err[2])
weights = [secant_err[k] ** -2 for k in (1, 2)]
slope0 = (weights[0] * secant[1] + weights[1] * secant[2]) / sum(weights)
slope0_err = sum(weights) ** -0.5
assert slope0 > 3 * slope0_err
print(f"j'(0) = {slope0:.2f} +- {slope0_err:.2f} sites^2 (positive: unstable)")
print(f"Negative diffusivity -J'(0) = {-slope0 * flux * spacing**2:.4f} nm^2/s")

# The same rules on the surface left by earlier growth
late, late_err = measure(4, length, width, 4, ratio, s_fe, 4, 1)
late_secant, late_secant_err = late[2] * length / 4, late_err[2] * length / 4
assert secant[4] - late_secant > 3 * math.hypot(secant_err[4], late_secant_err)
print(f"Late window, layers 1 to 4, m = 0.100: j/m = {late_secant:.2f} +- "
      f"{late_secant_err:.2f} sites^2")
rough_1 = np.std(grow(length, width, 0, ratio, s_fe, 1, 0)[2])
rough_4 = np.std(grow(length, width, 0, ratio, s_fe, 4, 0)[2])
smooth_4 = np.std(grow(length, width, 0, ratio, 1.0, 4, 0)[2])
assert rough_4 > rough_1
print(f"  rms height, no tilt: {rough_1:.2f} after 1 layer, "
      f"{rough_4:.2f} after 4 layers")
print(f"  rms height after 4 layers without barrier: {smooth_4:.2f} layers")

# Reference without step barrier, with arriving atoms sliding downhill
calm, calm_err = measure(20, length, width, 2, ratio, 1.0, 1, 0, True)
assert calm[1] < -3 * calm_err[1]
print(f"No barrier, with sliding, m = {2 / length:.3f}: "
      f"j/m = {calm[1] * length / 2:.3f} +- {calm_err[1] * length / 2:.3f} "
      "sites^2")

# Direct test: change of an imprinted ripple caused by the motion of atoms;
# the random arrivals are recorded and subtracted from the height change
wave = 60
q = 2 * math.pi / wave
cosine = np.cos(q * np.arange(wave))
imprint = np.rint(1.1 * cosine).astype(int)
before = 2 * float(np.mean(imprint * cosine))


def ripple_change(runs, descent, sliding):
    changes = []
    for _ in range(runs):
        _, _, final, arrived = grow(wave, width, 0, ratio, descent, 1, 0,
                                    sliding, imprint)
        moved = np.array(final) - np.array(arrived)
        moved = moved.reshape(wave, width).mean(axis=1) - imprint
        changes.append(2 * float(np.mean(moved * cosine)))
    return np.mean(changes), np.std(changes, ddof=1) / math.sqrt(runs)


gain, gain_err = ripple_change(24, s_fe, False)
calm_gain, calm_gain_err = ripple_change(16, 1.0, True)
observed, observed_err = gain / before, gain_err / before
predicted, predicted_err = slope0 * q * q, slope0_err * q * q
assert gain > 3 * gain_err
assert gain - calm_gain > 3 * math.hypot(gain_err, calm_gain_err)
assert abs(observed - predicted) < 4 * math.hypot(observed_err, predicted_err)
print(f"Ripple of {wave} sites = {wave * spacing:.1f} nm, first layer: "
      f"start amplitude {before:.3f} layers")
print(f"  change by atom motion, barrier: {gain:.4f} +- {gain_err:.4f} layers")
print(f"  same without barrier, with sliding: {calm_gain:.4f} +- "
      f"{calm_gain_err:.4f} layers")
print(f"  arrival noise removed, per run: "
      f"{math.sqrt(2 / (wave * width)):.3f} layers")
print(f"  growth rate observed {observed:.4f} +- {observed_err:.4f} per layer")
print(f"  predicted j'(0) q^2 = {predicted:.4f} +- {predicted_err:.4f} "
      "per layer")
print(f"  predicted rate in time {predicted * flux:.2e} 1/s")

# Size of what the example leaves out
slide, slide_err = measure(16, length, width, 2, ratio, s_fe, 1, 0, True)
double, double_err = measure(8, 2 * length, width, 4, ratio, s_fe, 1, 0)
print("Left out, sized at m = 0.050 in the first layer:")
print(f"  reference j/m = {secant[2]:.2f} +- {secant_err[2]:.2f} sites^2")
print(f"  with sliding on arrival {slide[2] * length / 2:.2f} +- "
      f"{slide_err[2] * length / 2:.2f} sites^2")
print(f"  cell of doubled length {double[2] * length / 2:.2f} +- "
      f"{double_err[2] * length / 2:.2f} sites^2")
bond, edge = 0.6, 0.2
print(f"  bond breaking, assumed extra {bond} eV: "
      f"{ratio * math.exp(-bond / thermal):.1e} events per atom and layer")
print(f"  edge diffusion, assumed extra {edge} eV: "
      f"{ratio * math.exp(-edge / thermal):.1e} hops per atom and layer")
warm = attempt * math.exp(-e_diff / (kelvin_to_ev * 300.0)) / flux
print(f"  D/F at 300 K would be {warm:.1e}")
print("every check passed")
```

Running it gives:

```
4-site cell, D/F=50, s=0.5: master equation j = 0.1492 sites
  states 3439, truncation change 8.6e-07 sites
  net-hop counter 0.1451 +- 0.0065 sites
  blocked-hop counter 0.1538 +- 0.0023 sites
  step-flow formula without nucleation 0.3000 sites
Step flow l=6, s=0.2, D/F=1e5, no sliding: formula 1.0000 sites
  net-hop counter 1.0084 +- 0.0213 sites
Step flow l=6, s=0.2, D/F=1e5, with sliding: formula 0.5000 sites
  net-hop counter 0.5155 +- 0.0151 sites
Example: T = 220 K, F = 0.03 layers/s, spacing = 0.287 nm
  barriers: diffusion 0.45 eV, extra at step 0.05 eV; attempts 1e+12 1/s
  D = 49.1 1/s, D/F = 1638, s = 0.0715
  cell 40 x 16 sites, window: first layer
m = 0.025 (40 runs): hops 0.034 +- 0.008, blocked 0.033 +- 0.009 sites
  average j = 0.034 +- 0.007 sites, j/m = 1.34 +- 0.29 sites^2
m = 0.050 (32 runs): hops 0.080 +- 0.011, blocked 0.084 +- 0.010 sites
  average j = 0.082 +- 0.008 sites, j/m = 1.64 +- 0.17 sites^2
m = 0.100 (24 runs): hops 0.135 +- 0.011, blocked 0.150 +- 0.014 sites
  average j = 0.143 +- 0.008 sites, j/m = 1.43 +- 0.08 sites^2
j'(0) = 1.57 +- 0.15 sites^2 (positive: unstable)
Negative diffusivity -J'(0) = -0.0039 nm^2/s
Late window, layers 1 to 4, m = 0.100: j/m = 0.43 +- 0.04 sites^2
  rms height, no tilt: 0.76 after 1 layer, 1.33 after 4 layers
  rms height after 4 layers without barrier: 0.66 layers
No barrier, with sliding, m = 0.050: j/m = -0.791 +- 0.073 sites^2
Ripple of 60 sites = 17.2 nm, first layer: start amplitude 1.135 layers
  change by atom motion, barrier: 0.0182 +- 0.0010 layers
  same without barrier, with sliding: -0.0120 +- 0.0013 layers
  arrival noise removed, per run: 0.046 layers
  growth rate observed 0.0161 +- 0.0009 per layer
  predicted j'(0) q^2 = 0.0172 +- 0.0016 per layer
  predicted rate in time 5.15e-04 1/s
Left out, sized at m = 0.050 in the first layer:
  reference j/m = 1.64 +- 0.17 sites^2
  with sliding on arrival 0.41 +- 0.14 sites^2
  cell of doubled length 1.43 +- 0.19 sites^2
  bond breaking, assumed extra 0.6 eV: 2.9e-11 events per atom and layer
  edge diffusion, assumed extra 0.2 eV: 4.3e-02 hops per atom and layer
  D/F at 300 K would be 9.2e+05
every check passed
```
